# High-Spin and Low-Spin Octahedral d6 with One Pairing Energy

## The problem

A metal ion with six d electrons sits at the centre of a regular octahedron of ligands. The ligands split the five d orbitals into a lower set of three, called \(t_{2g}\), and an upper set of two, called \(e_g\). The splitting is \(\Delta>0\). Each doubly occupied orbital costs an energy \(P>0\), the same for every orbital. Repulsion that is common to all configurations is dropped, and the geometry is held fixed.

The high-spin configuration is \(t_{2g}^4e_g^2\) with total spin \(S=2\). The low-spin configuration is \(t_{2g}^6\) with \(S=0\).

(a) Find the energies of both configurations, measured from the mean d level.

(b) Decide which one is lower for given \(\Delta\) and \(P\).

(c) Decide whether some other distribution of the six electrons can lie below both.

(d) Evaluate the energies for \(P=2.0\) eV with \(\Delta=1.2\) eV, and again with \(\Delta=2.8\) eV.

The equations hold in atomic units, and equally in any other unit used for all energies. The parameters in (d) are round model values.

## Hints

**Hint 1.** The mean of the five orbital energies is the zero of energy. Together with the definition of \(\Delta\), this gives two equations for two levels.

**Hint 2.** Draw five boxes and fill them for each configuration. Count doubly occupied boxes, not electrons that have a partner.

**Hint 3.** For (b), subtract the two energies before inserting numbers. Ask how many electrons change level and how many pairs are formed.

**Hint 4.** For (c), let \(k\) be the number of electrons in \(e_g\). For each \(k\), find the smallest possible number of pairs.

## Solution

### The levels

Place the ligands on the \(x\), \(y\) and \(z\) axes and represent them by negative charges. The functions \(xy\), \(yz\) and \(zx\) have their lobes between the axes. Exchanging axes turns them into one another, so they share one energy.

The functions \(x^2-y^2\) and \(3z^2-r^2\) have lobes along the axes, where an electron is repelled more strongly. They also share one energy. A rotation of the octahedron turns \(x^2-y^2\) into

\[
y^2-z^2=-\tfrac12(x^2-y^2)-\tfrac12(3z^2-r^2),
\]

which must have the same energy as \(x^2-y^2\). A mixture of two levels can have a definite energy only if the levels coincide.

Call the two energies \(e_t\) and \(e_e\). The choice of zero and the definition of the splitting read

\[
3e_t+2e_e=0,\qquad e_e-e_t=\Delta .
\]

Inserting \(e_e=e_t+\Delta\) into the first equation gives \(5e_t+2\Delta=0\), hence

\[
e_t=-\tfrac25\Delta,\qquad e_e=+\tfrac35\Delta .
\]

A direct integration over six point charges confirms the grouping into three and two and the order of the levels. The point charges serve only for this pattern; the size of \(\Delta\) remains a parameter.

### (a) The two energies

In the high-spin configuration, six electrons occupy all five orbitals, so one orbital is doubly occupied. It belongs to \(t_{2g}\), which holds four electrons in three orbitals:

\[
E_{\rm high}=4\left(-\tfrac25\Delta\right)+2\left(\tfrac35\Delta\right)+P
=-\tfrac25\Delta+P .
\]

In the low-spin configuration, six electrons fill three orbitals, which makes three pairs:

\[
E_{\rm low}=6\left(-\tfrac25\Delta\right)+3P=-\tfrac{12}{5}\Delta+3P .
\]

### (b) The comparison

Subtracting the high-spin energy from the low-spin energy gives

\[
E_{\rm low}-E_{\rm high}
=\left(-\tfrac{12}{5}+\tfrac25\right)\Delta+(3-1)P
=2(P-\Delta).
\]

The low-spin configuration is lower when this difference is negative, that is, when

\[
\Delta>P .
\]

For \(\Delta<P\) the high-spin configuration is lower, and at \(\Delta=P\) the two are degenerate.

The factor 2 has a direct meaning. Going from high to low spin moves two electrons from \(e_g\) to \(t_{2g}\), and each gains \(\Delta\). Each also completes a pair and costs \(P\). The factor sets the size of the gap but cancels from the condition. In the limit \(\Delta\to0\) the high-spin configuration wins by \(2P\), since nothing is gained by pairing. For \(P\to0\) the low-spin one wins by \(2\Delta\).

### (c) The other distributions

With \(k\) electrons in \(e_g\), the orbital part of the energy is

\[
(6-k)\left(-\tfrac25\Delta\right)+k\left(\tfrac35\Delta\right)
=-\tfrac{12}{5}\Delta+k\Delta .
\]

The three \(t_{2g}\) orbitals hold \(6-k\) electrons and the two \(e_g\) orbitals hold \(k\). Electrons beyond one per orbital must form pairs, so the smallest numbers of pairs for \(k=0,1,2,3,4\) are \(3,2,1,1,2\). For \(k\le2\) the number is \(3-k\), and the lowest energy is

\[
E_k=-\tfrac{12}{5}\Delta+k\Delta+(3-k)P
=E_{\rm low}+k(\Delta-P),\qquad k=0,1,2 .
\]

This is linear in \(k\), so its minimum lies at an end: \(k=0\) for \(\Delta>P\) and \(k=2\) for \(\Delta<P\). The intermediate configuration \(t_{2g}^5e_g^1\) ties with both at \(\Delta=P\), and nowhere else is it lowest.

The two remaining cases follow from the pair counts:

\[
E_3=E_2+\Delta,\qquad E_4=E_2+2\Delta+P .
\]

Both lie above \(E_2=E_{\rm high}\). No other distribution can therefore lie below both configurations.

### What selects the spin

The energies above depend on which orbitals are filled, not on how the unpaired spins are arranged. For \(\Delta<P\) the pair can sit in any of three \(t_{2g}\) orbitals, and the four unpaired electrons have \(2^4=16\) spin arrangements. This makes \(3\times16=48\) states of equal energy, some of them with \(S=0\) or \(S=1\).

The name "high spin" thus needs a second ingredient, Hund exchange. Let each pair of singly occupied orbitals \(i,j\) contribute \(-2J\,\mathbf S_i\cdot\mathbf S_j\) with \(J>0\). The square of the total spin of four electrons is

\[
S(S+1)=4\cdot\tfrac34+2\sum_{i<j}\mathbf S_i\cdot\mathbf S_j ,
\]

so the exchange energy is

\[
-2J\sum_{i<j}\mathbf S_i\cdot\mathbf S_j=-J\,[S(S+1)-3].
\]

It equals \(-3J\) for \(S=2\), \(+J\) for \(S=1\) and \(+3J\) for \(S=0\). The quintet is lowest, and \(3\times5=15\) of the 48 states remain in the ground level. The value of \(P\) in the comparison must then include the change in exchange energy, as Variation 1 shows. The low-spin configuration has no unpaired electrons and is a single state with \(S=0\).

### (d) Numbers

For \(\Delta=1.2\) eV,

\[
E_{\rm high}=-0.48+2.00=1.52\ {\rm eV},\qquad
E_{\rm low}=-2.88+6.00=3.12\ {\rm eV}.
\]

High spin wins by 1.60 eV (0.0588 hartree). The intermediate configuration lies at \(-1.68+4.00=2.32\) eV, midway between the two, as the linear dependence on \(k\) requires.

For \(\Delta=2.8\) eV,

\[
E_{\rm high}=-1.12+2.00=0.88\ {\rm eV},\qquad
E_{\rm low}=-6.72+6.00=-0.72\ {\rm eV}.
\]

Low spin now wins by 1.60 eV. The two gaps have equal size because the chosen splittings lie 0.8 eV below and above \(P\), and the gap is twice that distance.

### Where the condition applies

The subtraction in (b) uses the same \(\Delta\), the same \(P\) and the same common energy for both configurations. If the two spin states are compared at different bond lengths, these quantities generally differ between the two states, so the common energy need not cancel, and the total energies at the two geometries must be compared instead. The result also belongs to a picture in which each state is one configuration. The variations examine what \(P\) contains and what happens when configurations mix.

## Variation 1: What does the pairing energy contain?

**Question.** Two electrons in the same orbital repel with energy \(U\). Two electrons in different orbitals repel with \(U'\) if their spins are opposite and with \(U'-J\) if they are parallel. Find \(P\), and find where the intermediate triplet \(t_{2g}^5e_g^1\) lies.

**Solution.** Six electrons form \(6\cdot5/2=15\) pairs of particles. Take each state with its largest spin projection, so that all unpaired spins point up.

- High spin has five up and one down. One pair of particles shares an orbital, 14 do not, and \(5\cdot4/2=10\) are parallel.
- The intermediate triplet has four up and two down. Two pairs share an orbital, 13 do not, and \(6+1=7\) are parallel.
- Low spin has three up and three down. Three pairs share an orbital, 12 do not, and \(3+3=6\) are parallel.

The interaction energies are therefore

\[
\begin{aligned}
W_{\rm high}&=U+14U'-10J,\\
W_{\rm mid}&=2U+13U'-7J,\\
W_{\rm low}&=3U+12U'-6J .
\end{aligned}
\]

In part (b) the interaction difference between low and high spin was \(2P\). Here it is \(2U-2U'+4J\), so

\[
P=U-U'+2J .
\]

The pairing energy has two sources: the stronger repulsion within one orbital, and the loss of parallel-spin exchange. With \(U=6.0\), \(U'=5.0\) and \(J=0.5\) eV, each source supplies 1.0 eV, and \(P=2.0\) eV as before.

This formula relies on one \(U'\) and one \(J\) for all orbital pairs, and it should not be used with averaged values for a real ion. With the Coulomb integrals of a spherical d shell, written with the Racah parameters \(B\) and \(C\), \(J\) ranges from \(C\) to \(4B+C\) depending on the pair, with mean \(\tfrac52B+C\). The formula with averaged values gives \(10B+4C\), while the pairing energy of the two d\(^6\) configurations is \(\tfrac52B+4C\). For \(C=4B\) and a mean \(J\) of 0.5 eV these are 2.0 and 1.4 eV.

For the intermediate triplet, \(W_{\rm mid}-W_{\rm high}=U-U'+3J=P+J\). It has one electron fewer in \(e_g\) than high spin and one more than low spin, so

\[
E_{\rm mid}-E_{\rm high}=P+J-\Delta,\qquad
E_{\rm mid}-E_{\rm low}=\Delta-P+J .
\]

The second equation follows from the first by adding \(E_{\rm high}-E_{\rm low}=2(\Delta-P)\). For \(\Delta\le P\) the first gap is at least \(J\); for \(\Delta\ge P\) the second is. The triplet therefore stays at least \(J\) above the ground state, and the triple tie of the simple model disappears. At \(\Delta=P\) the triplet lies 0.5 eV above the other two. A single \(P\) describes the high-low comparison in this model, but not all three configurations at once.

## Variation 2: What if the low-spin state mixes configurations?

**Question.** Add pair hopping to Variation 1: both electrons of a doubly occupied orbital can move together into an empty orbital, with matrix element \(J\). How does the crossing change?

**Solution.** The high-spin state has no empty orbital, so its energy is unchanged. The low-spin configuration has two empty orbitals and mixes with other arrangements of three pairs. All these arrangements have the same interaction energy \(W_{\rm low}\), and each pair moved to \(e_g\) costs \(2\Delta\).

There is one arrangement with no pair in \(e_g\), there are six with one, and three with two. Let \(|0\rangle\), \(|1\rangle\) and \(|2\rangle\) be the normalized equal-weight sums over these classes. The matrix elements follow by counting moves:

- From \(|0\rangle\) there are six moves to the second class, giving \(6J/\sqrt6=\sqrt6\,J\).
- Within the second class, each arrangement allows two moves inside \(t_{2g}\) and one inside \(e_g\), giving \(3J\).
- Each of its six arrangements has two moves to the third class, giving \(12J/\sqrt{6\cdot3}=2\sqrt2\,J\).
- Within the third class, the one \(t_{2g}\) pair has two empty \(t_{2g}\) orbitals to enter, giving \(2J\).

Measured from \(E_{\rm low}\), the matrix is

\[
\begin{pmatrix}
0&\sqrt6J&0\\
\sqrt6J&2\Delta+3J&2\sqrt2J\\
0&2\sqrt2J&4\Delta+2J
\end{pmatrix}.
\]

Let \(e\) be its lowest eigenvalue. The upper left two-by-two block has determinant \(-6J^2<0\), so it has a negative eigenvalue. By the variational principle \(e\) is no higher, hence \(e<0\). The new crossing satisfies

\[
2(P-\Delta)+e=0,\qquad \Delta=P+\tfrac12e<P .
\]

To find \(e\), write the eigenvector as \((a_0,a_1,a_2)\). The first and third rows give

\[
a_1=\frac{e}{\sqrt6J}\,a_0,\qquad
a_2=\frac{2\sqrt2J}{e-4\Delta-2J}\,a_1 .
\]

Inserting both into the second row and using \(2\Delta=2P+e\) at the crossing yields

\[
e=-\frac{6J^2}{\,2P+3J-\dfrac{8J^2}{4P+2J+e}\,}.
\]

With \(P=2.0\) and \(J=0.5\) eV this is \(e=-1.5/[5.5-2/(9+e)]\), in eV. Starting from \(e=0\) on the right and repeating the insertion leads to \(e=-0.285\) eV. The crossing moves down by half of this, from 2.00 to 1.86 eV. Between these two values the low-spin state wins although \(\Delta<P\).

The same ratios give \(a_1^2/a_0^2=0.054\) and \(a_2^2/a_0^2=0.001\). The weight of \(t_{2g}^6\) is thus \(1/1.055=0.95\). The singlet is still mainly one configuration, yet the remaining 5 % shifts the crossing by 0.14 eV.

The intermediate triplet has one empty orbital and is lowered too. At the new crossing it still lies 0.53 eV above the two degenerate states, so it does not intervene there. Diagonalization of all 210 six-electron states of this model agrees with the three-by-three matrix; the values are in the numerical output below. They describe the model with these parameters, not a particular compound.

## Computed values

```
t2g level / Delta: -0.4000
eg level / Delta: 0.6000
fewest pairs for 0,1,2,3,4 eg electrons: [3, 2, 1, 1, 2]
pairing energy P: 2.000 eV = 0.07350 hartree
splitting Delta: 1.200 eV
  lowest energy with 0 eg electrons: 3.120 eV
  lowest energy with 1 eg electrons: 2.320 eV
  lowest energy with 2 eg electrons: 1.520 eV
  lowest energy with 3 eg electrons: 2.720 eV
  lowest energy with 4 eg electrons: 5.920 eV
  E_low - E_high: 1.600 eV = 0.05880 hartree
  ground spin S with exchange: 2
  ground spin S with pair hopping: 2
splitting Delta: 2.800 eV
  lowest energy with 0 eg electrons: -0.720 eV
  lowest energy with 1 eg electrons: 0.080 eV
  lowest energy with 2 eg electrons: 0.880 eV
  lowest energy with 3 eg electrons: 3.680 eV
  lowest energy with 4 eg electrons: 8.480 eV
  E_low - E_high: -1.600 eV = -0.05880 hartree
  ground spin S with exchange: 0
  ground spin S with pair hopping: 0
pair-cost ground states below, at, above crossing: [48, 73, 1]
ground states below crossing with exchange: 15
U, U', J: 6.000, 5.000, 0.500 eV
U - U' + 2J: 2.000 eV
crossing without pair hopping: 2.0000 eV
triplet above quintet at that crossing: 0.5000 eV
crossing with pair hopping: 1.8577 eV
shift of crossing: -0.1423 eV
mixing energy e at new crossing: -0.2846 eV
t2g^6 weight in singlet at new crossing: 0.9475
triplet above singlet at new crossing: 0.5269 eV
```
